Hermiticity and phonon gauge of electron-phonon matrix elements

**Hermiticity and time reversal for electron-phonon matrix elements**

**1. Definitions and conventions**

The crystal is a periodic supercell of N cells with lattice vectors R_p. Atom κ of cell p has mass M_κ and real displacement u_pκα along direction α. The electrons are treated in a static mean field: for each configuration u there is a one-electron Hamiltonian H(u), for instance the self-consistent Kohn-Sham Hamiltonian, which is Hermitian and differentiable in u at u = 0. The eigenstates ψ_nk of H(0) have energies ε_nk and are normalized in the supercell. One fixed set of states is chosen for each k, and the gauge is periodic, ψ_n,k+G = ψ_nk for a reciprocal lattice vector G. We write k ≡ k' for equality modulo G.

The phonons are adiabatic and harmonic. The force constants Φ are second derivatives of the real Born-Oppenheimer energy with respect to the real u, so they are real and symmetric. The dynamical matrix carries cell phases only,

D_κα,κ'β(q) = (M_κ M_κ')^(−½) Σ_p Φ(0κα; pκ'β) e^{iq·R_p},

so D(q+G) = D(q). Its orthonormal eigenvectors obey D(q) e_ν(q) = ω_qν² e_ν(q), with ω_qν > 0. The perturbation belonging to a mode and its matrix element are

(1) Δ_qν = Σ_pκα (ħ/2M_κ ω_qν)^½ e_καν(q) e^{iq·R_p} ∂H/∂u_pκα,

(2) g_mnν(k,q) = ⟨ψ_m,k+q|Δ_qν|ψ_nk⟩.

The symbol g_ν(k,q) denotes the matrix with row m (final state, at k+q) and column n (initial state, at k).

Δ_qν adds crystal momentum q. Let T_s translate by R_s, so that T_s ψ_nk = e^{−ik·R_s} ψ_nk. Periodicity gives T_s (∂H/∂u_pκα) T_s⁻¹ = ∂H/∂u_{p+s,κα}. Relabelling p+s → p in (1) gives T_s Δ_qν T_s⁻¹ = e^{−iq·R_s} Δ_qν. Hence Δ_qν ψ_nk has translation eigenvalue e^{−i(k+q)·R_s}, and (2) lists all its nonzero elements.

The statement g_mn(k,q)* = g_nm(k+q,−q) is incomplete as it stands. It needs a mode index and a rule tying the eigenvector at −q to the one at q, because a diagonalization at −q leaves the phase of e_ν(−q) free and, for degenerate modes, a unitary mixing among them.

**2. The phonon gauge**

Since Φ is real, conjugating the definition of D reverses only the exponent, so D(−q) = D(q)*. Conjugating the eigenvalue equation gives D(−q) e_ν(q)* = ω_qν² e_ν(q)*. The spectra at q and −q therefore coincide, ω_−qν = ω_qν, and e_ν(q)* lies in the eigenspace of D(−q) with the same frequency:

(3) e_ν(q)* = Σ_ν' e_ν'(−q) W_ν'ν(q).

W connects two orthonormal bases, so it is unitary, and W_ν'ν = 0 unless ω_−qν' = ω_qν. For a nondegenerate mode W is a phase.

The gauge W = 1 always exists. For q not equivalent to −q, define e_ν(−q) = e_ν(q)*. For q ≡ −q, D(q) = D(−q) = D(q)* is real symmetric and its eigenvectors can be taken real. The usual expansion

u_pκα = Σ_qν (ħ/2NM_κ ω_qν)^½ e_καν(q) e^{iq·R_p} (a_qν + a†_−qν)

presupposes this gauge. Its adjoint contains e_ν(q)* e^{−iq·R_p}(a†_qν + a_−qν), which after q → −q reproduces the original only if e_ν(−q)* = e_ν(q). Inserting it into Σ u ∂H/∂u gives H_ep = N^(−½) Σ g_mnν(k,q) c†_m,k+q c_nk (a_qν + a†_−qν), which fixes the normalization of (2).

**3. Hermiticity**

H(u) = H(u)† for every real u. A derivative is a limit of differences divided by a real number, so ∂H/∂u_pκα is Hermitian. The adjoint of (1) therefore conjugates only the coefficients:

Δ_qν† = Σ_pκα (ħ/2M_κ ω_qν)^½ e_καν(q)* e^{−iq·R_p} ∂H/∂u_pκα.

Insert (3). Because W links equal frequencies only, ω_qν may be replaced by ω_−qν' in each term, and each term becomes (1) at −q:

(4) Δ_qν† = Σ_ν' Δ_−qν' W_ν'ν(q).

From ⟨a|A|b⟩* = ⟨b|A†|a⟩,

g_mnν(k,q)* = ⟨ψ_nk|Δ_qν†|ψ_m,k+q⟩ = Σ_ν' ⟨ψ_nk|Δ_−qν'|ψ_m,k+q⟩ W_ν'ν(q).

The bracket has initial state m at k+q, transfer −q and final state n at (k+q)−q = k. By (2) it equals g_nmν'(k+q,−q), provided that the final state is the same ψ_nk that was the initial state on the left. This is guaranteed by the fixed set of states, and by the periodic gauge when k+q is folded back into the zone. Thus

(5) g_mnν(k,q)* = Σ_ν' g_nmν'(k+q,−q) W_ν'ν(q),

and for W = 1

(H) g_mnν(k,q)* = g_nmν(k+q,−q), that is, g_ν(k,q)† = g_ν(k+q,−q).

The amplitude for k → k+q by absorbing (q,ν) is the conjugate of the amplitude for the return k+q → k, which in H_ep multiplies a_−qν + a†_qν and so emits the same phonon. At q = 0, (H) says that g_ν(k,0) is Hermitian, with real diagonal elements. The electronic phases are arbitrary in (H), since the same two states stand on both sides. The phonon phase is not: if W = e^{iθ} is ignored for a nondegenerate mode, the two sides differ by 2|g||sin(θ/2)|, while the moduli agree.

No time-reversal symmetry of the electrons was used, so (H) holds in a magnet within the adiabatic harmonic theory. It rests on a static Hermitian perturbation and on D(−q) = D(q)*. A vertex screened at finite frequency, or lattice dynamics with velocity-dependent forces from the electronic Berry curvature, lies outside these assumptions.

**4. The time-reversal operator**

Let Θ = UK, where K is complex conjugation in the basis of position and σ_z eigenstates and U is unitary. For any states,

(6) ⟨Θa|Θb⟩ = ⟨Ua*|Ub*⟩ = Σ_i a_i b_i* = ⟨a|b⟩* = ⟨b|a⟩,

and Θ(ca) = c*Θa for a number c.

Without spin-orbit coupling, H = p²/2m_e + V with a real, spin-independent kernel V. Since KpK = −p, KHK = H, and one may take Θ = K, with Θ² = +1.

With spin-orbit coupling, H contains (ħ/4m_e²c²) σ·(∇V×p). Under K this becomes −σ*·(∇V×p), and since σ* = (σ_x, −σ_y, σ_z) the x and z terms change sign, so K is no symmetry. Take U = −iσ_y, the real matrix with rows (0,−1) and (1,0). Then Uσ*U† = σ_y σ* σ_y = −σ for each component, because σ_y anticommutes with σ_x and σ_z and σ_y* = −σ_y. Both σ and p reverse and their product is invariant. Here Θ↑ = ↓, Θ↓ = −↑, and Θ² = UU* = −1.

The assumption is ΘH(u)Θ⁻¹ = H(u) for every u near zero: no magnetic field and no magnetic order, in the displaced crystal as well. Differentiating with respect to the real u gives Θ(∂H/∂u)Θ⁻¹ = ∂H/∂u. Applied to (1), the antilinear Θ conjugates the coefficients and leaves the operators alone, which is exactly what the adjoint did:

(7) Θ Δ_qν Θ⁻¹ = Δ_qν† = Σ_ν' Δ_−qν' W_ν'ν(q).

**5. The sewing matrix and the general relation**

Θ commutes with T_s, which is real and does not act on spin. Hence T_s Θψ_nk = Θ(e^{−ik·R_s}ψ_nk) = e^{+ik·R_s} Θψ_nk, a Bloch state at −k. Also H(0)Θψ_nk = Θ(ε_nk ψ_nk) = ε_nk Θψ_nk. So the spectra at k and −k coincide, and

(8) Θψ_nk = Σ_n' ψ_n',−k B_n'n(k), B_n'n(k) = ⟨ψ_n',−k|Θψ_nk⟩,

with B_n'n = 0 unless ε_n',−k = ε_nk. By (6) the states Θψ_nk are orthonormal, so B†B = 1. Θ maps the level at k into the level at −k and back without loss of dimension, so each block is square and unitary.

Apply Θ to (8), using antilinearity and then (8) at −k:

Θ²ψ_nk = Σ_n' B_n'n(k)* Θψ_n',−k = Σ_n'' ψ_n''k [B(−k) B(k)*]_n''n.

So B(−k)B(k)* = ±1 for Θ² = ±1. Conjugating B B† = 1 gives B* Bᵀ = 1, and multiplying from the right by B(k)ᵀ gives

(9) B(−k) = ±B(k)ᵀ.

Now use (6) with a = ψ_m,k+q and b = Δ_qν ψ_nk, then insert Θ⁻¹Θ and use (7) with W = 1:

g_mnν(k,q)* = ⟨Θψ_m,k+q|Θ Δ_qν Θ⁻¹|Θψ_nk⟩ = ⟨Θψ_m,k+q|Δ_−qν|Θψ_nk⟩.

Expanding both states with (8), the bra contributes B_m'm(k+q)* and the ket B_n'n(k):

g_mnν(k,q)* = Σ_m'n' B_m'm(k+q)* g_m'n'ν(−k,−q) B_n'n(k).

In matrix form g* = B(k+q)† g(−k,−q) B(k), where g* is conjugated element by element and not transposed. Multiplying by B(k+q) from the left and B(k)† from the right,

(T) g_ν(−k,−q) = B(k+q) g_ν(k,q)* B(k)†.

For general W, g_ν(−k,−q) is replaced by Σ_ν' g_ν'(−k,−q) W_ν'ν. Take the block X of g between a level at k and a level at k+q. Unitary factors drop out of tr(X†X), so in any electronic gauge, with W = 1,

(10) Σ_mn |g_mnν(−k,−q)|² = Σ_mn |g_mnν(k,q)|², sums over the two levels.

For nondegenerate bands this is equality of the single moduli. The block structure of B is what makes (10) a statement about scattering between states of given energy.

**6. Without spin-orbit coupling**

With Θ = K, (9) allows B = 1 everywhere. For k not equivalent to −k, pick one of each pair ±k and define ψ_n,−k = ψ_nk*. Then Kψ_n,−k = ψ_nk, so B = 1 at both points. For k ≡ −k, K maps a level into itself. For any ψ in it, ψ + Kψ and i(ψ − Kψ) are invariant under K and not both zero. Normalize one, call it φ. If ⟨φ|χ⟩ = 0 then ⟨φ|Kχ⟩ = ⟨Kφ|Kχ⟩ = ⟨φ|χ⟩* = 0, so the orthogonal complement is again mapped into itself, and repeating the step yields a real basis. In this gauge (T) reads

(11) g_mnν(−k,−q) = g_mnν(k,q)*.

Apply (11) at (k+q,−q) to the element nm: g_nmν(−k−q,q) = g_nmν(k+q,−q)*, and by (H) the right side is g_mnν(k,q). Hence

(12) g_mnν(k,q) = g_nmν(−k−q,q).

If k ≡ −k and q ≡ −q, (11) makes g real. Spin is a spectator: for ψ = φ_nk χ_σ the element is g^φ_mn δ_σσ'. The operator −iσ_yK is then a symmetry too, and everything derived below for Θ² = −1 holds as well, each gauge-dependent relation in its own gauge.

**7. With spin-orbit coupling**

Now B(−k) = −B(k)ᵀ, so B(k) = 1 forces B(−k) = −1. At k ≡ −k a block of dimension d is antisymmetric, and det B = det(−Bᵀ) = (−1)^d det B with det B ≠ 0 makes d even. This is Kramers degeneracy. Two explicit gauges are useful.

Half-zone gauge. Split the points with k not equivalent to −k into a set S and its negative. For k in S define ψ_n,−k = Θψ_nk. Then Θψ_n,−k = −ψ_nk, so B(k) = s(k)·1, with s = +1 on S and −1 on −S. When neither k nor k+q is equivalent to its negative,

(13) g_mnν(−k,−q) = s(k) s(k+q) g_mnν(k,q)*.

The sign is −1 when the phonon carries the electron from one half into the other. At k ≡ −k choose ψ_2 = Θψ_1 in each doublet. Then Θψ_2 = −ψ_1, and the block of B is −iσ_y.

Doublet gauge. If the crystal also has inversion P, which commutes with Θ and has P² = 1, then PΘ is antiunitary, maps k to k and has square −1, so every band is a doublet. Label an orthonormal pair ↑, ↓ at k in S (a pseudospin label) and define ψ_−k↓ = Θψ_k↑ and ψ_−k↑ = −Θψ_k↓. Then Θψ_−k↑ = −Θ²ψ_k↓ = ψ_k↓ and Θψ_−k↓ = −ψ_k↑, so the same rule holds from −k to k. Thus B_↓↑ = +1 and B_↑↓ = −1 at every k. In g_ab(−k,−q) = Σ_cd B_ac g_cd* B_bd*, only c ≠ a and d ≠ b contribute:

(14) g_↑↑(−k,−q) = (−1)(−1) g_↓↓* = g_↓↓(k,q)*, g_↓↓(−k,−q) = g_↑↑(k,q)*,

g_↑↓(−k,−q) = (−1)(+1) g_↓↑* = −g_↓↑(k,q)*, g_↓↑(−k,−q) = −g_↑↓(k,q)*.

The signs in (13) and (14) depend on the gauge. The next part gives a consequence of Θ² = −1 that does not.

**8. Both symmetries together, and backscattering**

For any states a and b, (6) in the form ⟨a|c⟩ = ⟨Θc|Θa⟩ with c = Δb, followed by the first equality of (7), gives

(15) ⟨a|Δ_qν|b⟩ = ⟨ΘΔ_qν b|Θa⟩ = ⟨Δ_qν† Θb|Θa⟩ = ⟨Θb|Δ_qν|Θa⟩.

The same operator stands on both sides, so W never enters. With a = ψ_m,k+q, b = ψ_nk and (8), g_mnν(k,q) = [B(k)† g_ν(−k−q,q) B(k+q)]_nm, or

(16) g_ν(−k−q,q) = B(k) g_ν(k,q)ᵀ B(k+q)†,

which reduces to (12) for B = 1.

Let 2k+q = G, so that the final states lie at −k. Define M_mn = ⟨Θψ_mk|Δ_qν|ψ_nk⟩, which by (8) is [B(k)† g_ν(k,q)]_mn. Equation (15) with a = Θψ_mk and b = ψ_nk gives

(17) M_mn = ⟨Θψ_nk|Δ_qν|Θ²ψ_mk⟩ = ±M_nm.

For Θ² = −1, M is antisymmetric and M_nn = 0: to first order in the displacement, no phonon scatters an electron into its own Kramers partner. For a nondegenerate band, intraband backscattering k → −k vanishes. For a doublet the 2×2 block has M_↑↓ = −M_↓↑ free, so in the doublet gauge the flip ψ_k↑ → ψ_−k↓ vanishes and ψ_k↑ → ψ_−k↑ is allowed.

At k ≡ −k the condition reads q ≡ 0. The doublet block of M has rows (0,c) and (−c,0), and g = BM with B of rows (0,−1), (1,0) gives rows (c,0) and (0,c). So g = c·1, with c real by (H): a zone-centre displacement shifts the doublet without splitting it.

For Θ = K, M is symmetric and M_nn is unrestricted. The two results agree when spin-orbit coupling is switched off. Take ψ_k1 = φχ_1 and ψ_k2 = φχ_2 with orthonormal spinors, and ψ_−k,n = φ* Θχ_n. In a two-dimensional spin space Θχ_1 is orthogonal to χ_1, so Θχ_2, being orthogonal to Θχ_1, is χ_1 up to a phase. Then g_11 = 0 and |g_21| = |g^φ|: the allowed backscattering is the spin-conserving one, into the partner of the other state.

A frozen phonon makes (17) visible in a spectrum. Displace the atoms so that δH = η(Δ_qν + Δ_qν†) with q = −2k and small real η, and let neither 2k nor 4k be a reciprocal vector. In the pair ψ_nk, ψ_n,−k the diagonal elements vanish, since δH transfers ±2k. The element ⟨ψ_n,−k|δH|ψ_nk⟩ is ηg_nn, since Δ† takes k to 3k, which is not −k. The 2×2 matrix has eigenvalues ±η|g_nn|, and to first order in η the gap is

(18) ΔE = 2η|g_nnν(k,−2k)|.

Without spin-orbit coupling this holds for each spin separately. With it, an isolated pair ψ_nk, Θψ_nk has g_nn = 0, and it stays degenerate at every order as long as it remains isolated, because H(u) commutes with Θ and Kramers degeneracy applies to the displaced supercell.

**9. Magnetic order**

With a magnetization m, ΘH(u;m)Θ⁻¹ = H(u;−m). The total energy, and hence Φ, is the same for m and −m. Repeating parts 4 and 5 with m on one side and −m on the other,

(19) g_ν(−k,−q; −m) = B(k+q) g_ν(k,q; m)* B(k)†, B_n'n(k) = ⟨ψ_n',−k(−m)|Θψ_nk(m)⟩.

This links the two magnetic states m and −m. Within one of them (H) survives, while Θ no longer enforces (T), (10), (16) and (17). Another symmetry may still enforce some of them. Inversion, for example, takes (k,q) to (−k,−q), so (10) holds for nondegenerate modes if inversion maps the magnetization onto itself, m(−r) = m(r). A centrosymmetric lattice is not enough: if inversion interchanges two antiparallel sublattices, it reverses m, and with spin-orbit coupling the spectra at k and −k can differ. A further case follows from part 6: in a collinear magnet without spin-orbit coupling, H = h_0 + h_1σ_z with real h_0 and h_1, K is still a symmetry and (11) holds in each spin channel.

**10. Worked example: a zigzag chain**

The model has round parameters and represents no material. A chain along x with a = 3.0 Å has atom A at the origin and B at (1.2, 1.0, 0) Å, giving bonds of 1.5620 Å and 2.0591 Å. There are N = 10 cells, and k and q are labelled by the integer j in units of 2π/(Na) = 0.2094 Å⁻¹. Each atom has one orbital with spin and on-site energy +δ (A) or −δ (B). With d the vector from the initial to the final site, the nearest-neighbour hopping is

T(d) = e^{−β(|d|−d_0)} [−t_0 − m·σ + iλ_R (σ_x d_y − σ_y d_x)/|d|],

and a second-neighbour hop along successive bonds d, d' has

T_2 = iλ_I σ·(d×d')/d_0².

H(u) is Hermitian: T(−d) = T(d)†, and the reversed path has cross product (−d')×(−d) = −d×d', which gives T_2†. Under Θ a hopping matrix becomes σ_y T* σ_y. In the λ terms both i and σ change sign, so they are invariant, while m·σ changes sign.

The parameters are t_0 = 1.0 eV, β = 1.0 Å⁻¹, d_0 = 1.8 Å, δ = 0.5 eV, λ_R = 0.3 eV, λ_I = 0.1 eV, with masses 30 and 60 amu. Longitudinal springs are 10 and 6 eV/Å² on the short and long bonds and 2 eV/Å² for A-A and B-B. Transverse constants are 0.2 of these, and a pinning spring of 1.0 eV/Å² ties each atom to a substrate, so all six branches have ω > 0. There are four variants: no spin-orbit coupling (λ_R = λ_I = 0), spin-orbit coupling as listed, a centrosymmetric chain (both masses 30 amu, δ = λ_R = 0), and a magnetic chain, which keeps the listed spin-orbit coupling and adds m = 0.2 eV along y.

Without spin-orbit coupling, the Bloch matrix has diagonal ±δ and off-diagonal modulus |t_1 + t_2 e^{ika}|, so ε = ±(δ² + t_1² + t_2² + 2t_1t_2 cos ka)^½. Here t_1 = e^{0.237950} eV = 1.26865 eV and t_2 = e^{−0.259126} eV = 0.77173 eV. At j = 1, cos 36° = 0.8090, and 0.25 + 1.6095 + 0.5956 + 1.5841 = 4.0392 eV², whose root is the computed 2.0098 eV.

The highest mode at q = ±2 has ħω = 53.51 meV and (ħ/2ω)^½ = 0.19764 Å amu^½, so the length in (1) for atom A is 0.19764/√30 = 0.0361 Å. The elements below belong to the highest mode unless stated, in meV and with W = 1. The electron states are written, like the phonons, with cell phases e^{ik·R_p} only. The phases of the electron states and of the phonon eigenvectors at j = 1 to 4 (for k, the set S), and the sign of the real phonon eigenvectors at q = 0, are fixed by making the largest component of each vector real and positive. Four decimals are kept only to display the identities. In the comparisons that illustrate (H), (11), (12), (13) and (16), the first element comes from finite differences of the supercell Hamiltonian and the others from the analytic Bloch vertex. The backscattering and zone-centre elements of the chains without and with spin-orbit coupling come from the analytic vertex alone.

Without spin-orbit coupling (band 1 lower, band 3 upper, same spin):

g_31(1,2) = −16.6567 − 31.7555i

g_13(3,−2) = −16.6567 + 31.7555i, the conjugate, as in (H)

g_31(−1,−2) = −16.6567 + 31.7555i, the conjugate, as in (11)

g_13(−3,2) = −16.6567 − 31.7555i, equal, as in (12).

For a phonon crossing between the halves, g_31(3,−4) = −22.5905 − 12.1979i and g_31(−3,4) = −22.5905 + 12.1979i, with no extra sign.

With spin-orbit coupling the two lowest bands at k = ±1 lie at −2.1701 and −1.9174 eV. In the half-zone gauge g_21(1,2) = 1.7604 + 0.4850i. Both g_12(3,−2) and g_21(−1,−2) equal 1.7604 − 0.4850i, by (H) and by (13) with s(1)s(3) = +1, and g_12(−3,2) = 1.7604 + 0.4850i by (16) with B(1) = B(3) = 1. For k = 3, q = −4 the final point is −1 and s(3)s(−1) = −1. From g_21(3,−4) = −41.6634 + 6.6318i, (13) predicts −(−41.6634 − 6.6318i) = 41.6634 + 6.6318i, which is the computed g_21(−3,4).

The moduli differ strongly: |g_21(1,2)| = (1.7604² + 0.4850²)^½ = 1.83 meV, while |g_21(3,−4)| = (41.6634² + 6.6318²)^½ = 42.2 meV. Symmetry does not fix this ratio.

Backscattering, k = 1 and q = −2. Without spin-orbit coupling g_11 = −30.7761 + 5.0495i, of modulus 31.1876 meV. For η = 0.01, (18) gives 2 × 0.01 × 31.1876 = 0.62375 meV, and diagonalizing the displaced supercell gives 0.62375 meV. With spin-orbit coupling, |g_11| = 1.4×10⁻¹⁵ meV and the frozen splitting is 4.4×10⁻¹³ meV, both at rounding level. Since B(1) = 1, g equals M, and g_21 = −32.2029 + 4.9782i = −g_12. Its modulus, (1037.03 + 24.78)^½ = 32.6 meV, is the element that part 8 shows to become the 31.2 meV amplitude when λ_R and λ_I vanish.

At k = 0, q = 0 (ħω = 51.94 meV) the lowest doublet has g_11 = g_22 = −32.5450 meV and |g_12| = 7.9×10⁻¹⁵ meV. Under δH = ηΔ both levels move with slope dε/dη = −32.5450 meV.

In the centrosymmetric chain the levels at k = 1 are doublets at ±1.9496 eV. For planar positions d×d' points along z, so σ_z is conserved and only out-of-plane displacements flip spin. The largest flip amplitude over the modes in the lowest band is 3.38 meV for (k,q) = (1,2) and 8.1×10⁻¹⁷ meV for (1,−2), where the largest spin-conserving amplitude is 57.8 meV. The zero at 2k+q = G, which (17) requires, is therefore not a general absence of spin flips.

In the magnetic chain the lowest level is −2.5472 eV at k = 1 and −2.3011 eV at k = −1. One finds |g_11(1,2; m)| = 39.74 meV and |g_11(−1,−2; m)| = 24.85 meV, so (10) fails, while |g_11(−1,−2; −m)| = 39.74 meV agrees with (19). The largest |⟨Θψ|Δ|ψ⟩| over bands and modes at k = 1, q = −2 is 0.82 meV instead of zero. It is nonzero only because the m·σ term sits in the displacement-dependent hopping; an exchange term independent of u would leave (7), and hence this zero, intact. It is not a backscattering amplitude, since at fixed m the state Θψ_nk is not an eigenstate at −k (its overlap with ψ_n,−k is about 0.09). Between eigenstates the intraband amplitude |g_nn(1,−2; m)| reaches 61 meV.

The numerical check asserts (5) and (H) for all four variants, and (T), (9), (16) and (17) for the three nonmagnetic ones, over the whole grid with random unitary mixing in every degenerate level. It also asserts (11), (12), (13) with the −iσ_y blocks, the ↑↑ and ↑↓ lines of (14), and (19), and it asserts failure for K with spin-orbit coupling, for Θ at fixed m and for the opposite sign in (17). The largest absolute deviations are 1.4×10⁻⁷ meV for hermiticity and 1.2×10⁻⁷ meV for (T), on elements of tens of meV, the same size as the 1.4×10⁻⁷ meV by which the finite-difference and analytic vertices differ. Ignoring W in the random phonon gauge gives a mismatch of up to 142 meV for the phases drawn.

Table of computed values

```
N = 10, a = 3.0 A, tau_B = (1.2, 1.0, 0) A
bond lengths = 1.5620, 2.0591 A
t0 = 1.0 eV, beta = 1.0 1/A, d0 = 1.8 A, delta = 0.5 eV
lamR = 0.3 eV, lamI = 0.1 eV, m_y = 0.2 eV
masses = [30.0, 60.0] amu (centrosymmetric variant: equal, delta = lamR = 0)
springs = [10.0, 6.0, 2.0, 2.0], pinning 1.0 eV/A^2, K_T/K_L = 0.2
k unit 2pi/(Na) = 0.2094 1/A; labels below are j; mode 6 unless noted
hw(q=2) meV: 13.7507 14.5780 20.9425 28.3600 40.1231 53.5091
hw(q=-2) meV: 13.7507 14.5780 20.9425 28.3600 40.1231 53.5091
sqrt(hbar/2w), mode 6, q=2: 0.19764 A amu^1/2
noSOC E(k=1) eV: -2.0098 -2.0098 2.0098 2.0098
noSOC E(k=-1) eV: -2.0098 -2.0098 2.0098 2.0098
noSOC E(k=3) eV: -1.3601 -1.3601 1.3601 1.3601
noSOC g_11(1,2)       = -32.5846 -3.8496i meV
noSOC g_31(1,2)       = -16.6567 -31.7555i meV
noSOC g_13(3,-2)      = -16.6567 +31.7555i meV
noSOC g_31(-1,-2)     = -16.6567 +31.7555i meV
noSOC g_13(-3,2)      = -16.6567 -31.7555i meV
noSOC g_31(3,-4)      = -22.5905 -12.1979i meV
noSOC g_31(-3,4)      = -22.5905 +12.1979i meV
SOC E(k=1) eV: -2.1701 -1.9174 1.8817 2.2058
SOC E(k=-1) eV: -2.1701 -1.9174 1.8817 2.2058
SOC E(k=3) eV: -1.7207 -1.0947 1.0374 1.7779
SOC g_11(1,2)       = -33.1157 -4.7872i meV
SOC g_21(1,2)       = +1.7604 +0.4850i meV
SOC g_12(3,-2)      = +1.7604 -0.4850i meV
SOC g_21(-1,-2)     = +1.7604 -0.4850i meV
SOC g_12(-3,2)      = +1.7604 +0.4850i meV
SOC g_21(3,-4)      = -41.6634 +6.6318i meV
SOC g_21(-3,4)      = +41.6634 +6.6318i meV
noSOC g_11(1,-2) = -30.7761 +5.0495i meV, modulus 31.1876 meV
eta = 0.01: noSOC gap 0.62375 meV, 2 eta|g| = 0.62375 meV
SOC |g_11(1,-2)| = 1.4e-15 meV, frozen splitting 4.4e-13 meV
SOC g_21(1,-2) = -32.2029 +4.9782i meV
SOC g_12(1,-2) = +32.2029 -4.9782i meV
SOC k=0,q=0: hw = 51.9372 meV, g_11 = -32.5450, g_22 = -32.5450 meV
  |g_12| = 7.9e-15 meV, frozen slopes = -32.5450 -32.5450 meV
centro E(k=1) eV: -1.9496 -1.9496 1.9496 1.9496
centro max over modes, flip (1,2): 3.3807 meV, flip (1,-2): 8.1e-17 meV
centro max over modes, spin-conserving (1,-2): 57.7853 meV
mag E(k=1) eV: -2.5472 -1.5490 1.5118 2.5844
mag E(k=-1) eV: -2.3011 -1.7876 1.8254 2.2633
mag |g_11|: (1,2;m) 39.7387, (-1,-2;m) 24.8522, (-1,-2;-m) 39.7387 meV
mag max |<T psi|Delta|psi>| at q=-2k: 0.8204 meV
max error road A-B 1.4e-07, hermiticity 1.4e-07, TR 1.2e-07 meV
hermiticity mismatch with W ignored in random phonon gauge: 141.76 meV
```
